\section*{Harmonic Entropy of Soft Adsorbate Translations and the Finite Surface Cell}

\section*{Question}

I am estimating how much of a precursor sits physisorbed on a smooth, graphite-like surface at the start of atomic layer deposition. The molecule has a mass of 72 u, roughly that of trimethylaluminium, and the surface is at 450 K. Both lateral modes come out at 7.7 cm$^{-1}$. They are real frequencies, so the geometry is a true minimum, and $\hbar\omega$ is far below $kT$. I therefore put them into the harmonic entropy formula like any other vibration. A colleague objects that the modes are too soft for this, and raises every frequency below 50 cm$^{-1}$ to that value.

Is the harmonic entropy safe here? If not, does the frequency floor repair it?

\section*{Answer}

Neither is safe here. A real frequency tells you the curvature at the bottom of the well. The entropy depends on the region the molecule explores at temperature $T$, and for your numbers the harmonic formula lets it explore more length than one well has.

\subsection*{Where the logarithm comes from}

Take one lateral mode, with $x=\hbar\omega/kT$ and energies measured from the well bottom. Summing the geometric series over the levels gives
\begin{equation}
q_{\rm h}=\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\end{equation}
With $F=-kT\ln q$ and $S=-\partial F/\partial T$,
\begin{equation}
\frac{S}{k}=\ln q+T\frac{\partial \ln q}{\partial T}.
\label{eq:S}
\end{equation}
At fixed $\omega$, $x\propto 1/T$, so $T\,\partial/\partial T=-x\,\partial/\partial x$. The derivative term is $x/2+x/(e^x-1)$. Its $x/2$ cancels the $-x/2$ in $\ln q_{\rm h}$, leaving
\begin{equation}
\frac{S_{\rm h}}{k}=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\end{equation}
For small $x$, $\ln q_{\rm h}=-\ln x-x^2/24+\dots$, and the derivative term is $1+x^2/12+\dots$. Hence
\begin{equation}
\frac{S_{\rm h}}{k}=1-\ln x+\frac{x^2}{24}+\dots
\end{equation}
At fixed temperature this grows without limit as $\omega\to0$. Your modes have $x=0.0247$, so each contributes $1+3.70=4.70$ in units of $k$.

The formula is correct for an oscillator. To see what it assumes, write the classical partition function with lateral coordinate $s$ and momentum $p$:
\begin{align}
q_{\rm h}&\simeq\frac1h\int_{-\infty}^{\infty}e^{-p^2/2mkT}dp\int_{-\infty}^{\infty}e^{-m\omega^2s^2/2kT}ds=\frac{L}{\Lambda},\\
\Lambda&=\frac{h}{\sqrt{2\pi mkT}},\qquad L=\sqrt{\frac{2\pi kT}{m\omega^2}} .
\end{align}
Multiplying out, $L/\Lambda=2\pi kT/(h\omega)=1/x$. The logarithm is therefore $\ln(L/\Lambda)$, where $L$ is the effective length over which the oscillator spreads. As $\omega\to0$ it spreads over an infinite line.

Take a rough spacing $a=0.25$ nm between neighbouring wells. Your modes have $L=0.39$ nm, which exceeds $a$. The harmonic root-mean-square displacement, 0.157 nm, also exceeds $a/2=0.125$ nm, the distance to the barrier top.

The available length can be changed while the parabola is held fixed. Cut off at the edges of one cell, your parabola has an entropy of $3.745\,k$ instead of $4.701\,k$. If $\omega$ is then reduced a thousandfold, the unrestricted oscillator rises to $11.609\,k$, while the cut parabola reaches only $3.749\,k$. The divergence comes from the unlimited length.

\subsection*{Why one cell has a finite entropy}

Let $V(s)$ be any finite potential in a cell of length $a$, and treat the motion classically. Then $q=Z/\Lambda$ with $Z=\int_0^a e^{-V/kT}ds$, and the position has probability density $P=e^{-V/kT}/Z$. In Eq.~(\ref{eq:S}), $1/\Lambda\propto T^{1/2}$ contributes $1/2$, and $T\,\partial\ln Z/\partial T=\langle V\rangle/kT$. Since $-\ln P=V/kT+\ln Z$,
\begin{align}
\frac{S}{k}&=\frac12-\ln\Lambda+\ln Z+\frac{\langle V\rangle}{kT}
=\frac12-\ln\Lambda-\int_0^aP\ln P\,ds\nonumber\\
&=\frac12+\ln\frac a\Lambda-\int_0^aP\ln(aP)\,ds .
\end{align}
(The separate logarithms of lengths combine into a dimensionless ratio.) For any positive $y$, $\ln y\ge1-1/y$. With $y=aP$,
\begin{equation}
\int_0^aP\ln(aP)\,ds\ \ge\int_0^a\left(P-\frac1a\right)ds=0,
\end{equation}
and therefore
\begin{equation}
\frac{S}{k}\le\frac12+\ln\frac a\Lambda .
\label{eq:bound}
\end{equation}
Equality holds for a flat potential. Here $a/\Lambda=25.8$, so the ceiling is $0.50+3.25=3.75$ per mode. The harmonic value of 4.70 lies above what any classical potential in this cell can give.

The ceiling itself grows as $\ln a$, so it is finite because the cell is. The classical treatment needs $a\gg\Lambda$, which holds here.

\subsection*{The hindered translator}

To connect the soft and stiff regimes, use a cosine potential with barrier $W$ between wells:
\begin{equation}
V(s)=\frac W2\left(1-\cos\frac{2\pi s}{a}\right).
\end{equation}
Its curvature at the minimum gives
\begin{equation}
m\omega^2=\frac W2\left(\frac{2\pi}{a}\right)^2=\frac{2\pi^2W}{a^2}.
\label{eq:omega}
\end{equation}
A barrier of $W=5$ meV reproduces your 7.7 cm$^{-1}$. Define $u=W/2kT$ and $\phi=2\pi s/a$. Because $I_0(u)=(2\pi)^{-1}\int_0^{2\pi}e^{u\cos\phi}d\phi$,
\begin{equation}
q=\frac1\Lambda\int_0^ae^{-u(1-\cos\phi)}ds=\frac a\Lambda e^{-u}I_0(u).
\end{equation}
Now apply Eq.~(\ref{eq:S}), using $T\,\partial u/\partial T=-u$ and $I_0'=I_1$. The derivative term is $\frac12+u-uI_1/I_0$, and its $+u$ cancels the $-u$ in $\ln q$:
\begin{equation}
\frac{S}{k}=\frac12+\ln\frac a\Lambda+\ln I_0(u)-u\frac{I_1(u)}{I_0(u)} .
\end{equation}

For a weak barrier, $\ln I_0\simeq u^2/4$ and $uI_1/I_0\simeq u^2/2$. The entropy is then the ceiling minus $u^2/4$. With $kT=38.8$ meV, $u=0.0645$ and the reduction is only 0.001: in this model your molecule is nearly a free translator along the surface. The frequency fixes $W$ only for a pure cosine. Adding a term $(W_2/2)(1-\cos2\phi)$ replaces $W$ in Eq.~(\ref{eq:omega}) by $W+4W_2$, so $W=45$ meV with $W_2=-10$ meV also gives 7.7 cm$^{-1}$. That well has a barrier above $kT$ and an entropy of $3.68\,k$ per mode, still below the ceiling.

For a high barrier, $\ln I_0\simeq u-\frac12\ln(2\pi u)+1/(8u)$. Differentiating and multiplying by $u$ gives $uI_1/I_0\simeq u-\frac12-1/(8u)$, so
\begin{equation}
\frac Sk\simeq1+\ln\frac a\Lambda-\frac12\ln(2\pi u)+\frac1{4u}.
\end{equation}
Equation~(\ref{eq:omega}) gives $L=a/\sqrt{2\pi u}$. The first three terms are thus $1+\ln(L/\Lambda)$, the classical harmonic entropy. The harmonic formula is recovered, and its remaining error is a small deficit, $-1/(4u)=-kT/(2W)$ per mode.

\subsection*{The error changes sign}

Subtracting the hindered results from the classical harmonic ones gives, per mode,
\begin{align}
\frac{\Delta S}{k}&=\frac12-\frac12\ln(2\pi u)-\ln I_0+u\frac{I_1}{I_0},\\
\Delta\ln q&=u-\frac12\ln(2\pi u)-\ln I_0 .
\end{align}
Both go to $+\infty$ as $u\to0$ and approach zero from below at large $u$. For this cosine model the entropy error vanishes at $W=0.97\,kT$, and the error in $\ln q$ at $W=0.52\,kT$. On the stiff side the harmonic entropy is too low by at most $0.23\,k$ per mode, near $W=2.7\,kT$. The useful criterion is therefore $W/kT$, not the wavenumber alone.

The table shows both lateral modes together, with $a$, $m$ and $T$ held fixed. The last column is the ratio of harmonic to hindered partition functions.

\begin{center}
\begin{tabular}{rrrrr}
$W$ (meV) & cm$^{-1}$ & $S_{\rm h}/k$ & $S/k$ & $q$ ratio\\
\hline
100 & 34.5 & 6.41 & 6.87 & 0.76\\
20 & 15.4 & 8.02 & 7.47 & 1.00\\
5 & 7.7 & 9.40 & 7.50 & 2.80\\
1 & 3.5 & 11.01 & 7.50 & 12.7\\
0.1 & 1.1 & 13.32 & 7.50 & 124
\end{tabular}
\end{center}

From 1 to 0.1 meV the harmonic entropy rises by $\ln10=2.30$, because $\omega\propto\sqrt W$ and there are two modes. The hindered entropy has already levelled off. At 20 meV the partition functions agree although the entropies do not, because the errors in energy and in $TS$ cancel. Agreement in one quantity does not validate the other.

\subsection*{What it does to your coverage}

For a separable square surface the two directions simply add:
\begin{align}
S_{\rm h}&=2(4.701)k=9.40\,k=78.2\ {\rm J/(mol\,K)},\\
S&=2(3.748)k=7.50\,k=62.3\ {\rm J/(mol\,K)} .
\end{align}
The excess of $1.906\,k$ corresponds to $T\Delta S=0.074$ eV. The harmonic energy is also too high, by 0.034 eV, because two classical oscillators carry $2kT$ whereas two nearly free translations carry little more than $kT$. The free-energy error is
\begin{equation}
\Delta F=\Delta U-T\Delta S=0.034-0.074=-0.040\ {\rm eV}.
\end{equation}
If you add $-TS$ to an electronic energy and leave out the thermal energy, you lose this partial compensation.

For $N$ independent molecules on $M$ wells, the partition function is $\binom MNq^N$ times factors for the binding energy and the other modes. When $N\ll M$, the chemical potential is $kT\ln(N/Mq)$ plus terms that do not depend on the lateral treatment. Equating it to that of the gas gives $N/M\propto q$ at fixed temperature and monomer pressure. For the cosine well, the harmonic treatment thus overestimates your dilute coverage by a factor $e^{0.040/0.0388}\simeq2.8$. The number depends on the well shape. If the well bottom is the lowest point of the cell, $q\le a/\Lambda$ per mode, so the factor is at least $(L/a)^2\simeq2.5$; for the well with the 45 meV barrier it is 5.2.

This counting also shows why the cell is the area per well, not the area per molecule. Using $\binom MN\simeq M^N/N!$ and $\ln N!\simeq N\ln N-N$, the choice of wells adds $1+\ln(M/N)$ per molecule. For a flat surface of area $A=Ma^2$, the total is
\begin{equation}
1+2\ln\frac a\Lambda+1+\ln\frac MN=2+\ln\frac{A}{N\Lambda^2},
\end{equation}
which is the entropy of a two-dimensional ideal gas. A larger cell combined with the same site-choice term would count area twice. The choice of wells is the same in both treatments and cancels from their difference.

\subsection*{Why the 50 cm$^{-1}$ floor is not a repair}

Raising both modes to 50 cm$^{-1}$ gives $5.67\,k$, which is $1.83\,k$ below the hindered value. For the entropy, the original overestimate has become an underestimate of almost the same size. The coverage fares worse, because it follows $q$. With $x=0.16$ the two raised modes give $q_{\rm h}^2\simeq1/x^2\simeq39$, against $(a/\Lambda)^2e^{-2u}I_0(u)^2\simeq585$ for the hindered translator, so the coverage comes out about 15 times too low. The floor stops the divergence, but it contains no information about $a$.

For a nearly free mode, matching the entropy requires $1-\ln x=\frac12+\ln(a/\Lambda)$, or $x=\sqrt e\,\Lambda/a=0.064$. That is about 20 cm$^{-1}$ here, and it scales as $\sqrt{T/m}/a$. Matching $q$ on a flat surface instead requires $x=\Lambda/a$, which is lower by a factor $\sqrt e$ (12 cm$^{-1}$; with the 5 meV barrier, 13 cm$^{-1}$). No single floor can give both the entropy and the free energy of such a mode.

\subsection*{How far the model carries to a real surface}

The spacing is close to the lattice constant of graphite, and 450 K is an ordinary deposition temperature. The 5 meV barrier is a rough input for a smooth surface, not a calculated property of trimethylaluminium, and it is far too low for a chemisorbed species. The basal plane is also triangular, not square. With the same well spacing, saddle barrier and curvature, the harmonic entropy is unchanged but the hindered one falls by $0.14\,k$, mainly because the cell area is smaller by $\sqrt3/2$. The harmonic excess then grows to about $2.05\,k$.

Diluteness is also an assumption, and it fails if the precursor pressure is high enough to crowd the surface. With unit sticking and the residence time $\tau=3.5$ $\mu$s estimated below for a binding energy of 0.6 eV, $n=p\tau/\sqrt{2\pi mkT}$ reaches 0.1 nm$^{-2}$ already at a monomer pressure of about 2 Pa; for 0.45 eV it takes about 90 Pa. For hard discs of diameter $d=0.6$ nm at $n=0.1$ nm$^{-2}$, the leading excluded-area correction is $-(\pi d^2/2)nk=-0.06\,k$. At ten times that density it would be about $-0.6\,k$, and a first-order correction would no longer suffice. Steps and reactive defects need their own potentials.

Two other effects are small for these inputs. Quantum levels of the cosine potential, including tunnelling between wells, change the two-mode entropy by about $3\times10^{-6}\,k$. With a rough binding energy of 0.6 eV and a 50 cm$^{-1}$ mode normal to the surface, the residence time is about 3.5 $\mu$s, against 1.4 ps to cross a cell at the mean thermal speed along one direction. Coupling to molecular rotation and to surface vibrations is left out, and I have no estimate of its size.

For your system, move the molecule from one well to the next and calculate the barrier. If $W$ is several times $kT$ and the path between wells is close to a cosine, the harmonic entropy is a fair start. On the separable square cosine surface it is too low by at most about $0.23\,k$ per mode, and this deficit approaches $(kT/2W)\,k$ once $W\gg kT$. Both the size and the sign depend on the well shape: a second harmonic with $W_2=0.1\,W$ raises the largest deficit to $0.36\,k$, and one with $W_2=-0.2\,W$ makes the harmonic entropy too high by $0.49\,k$ per mode at $W=4\,kT$. On a triangular surface the deficit can be somewhat larger (up to $0.30\,k$ per mode, near $W=3.1\,kT$, for the simplest cosine potential of that symmetry), even if the path between wells follows the same cosine, because the potential away from that path also matters. If $W$ is comparable to $kT$ or smaller, use the hindered translator, or integrate $e^{-V/kT}$ over the cell with the potential you calculated. The numerical output below gives the values used here.

\section*{Numbers as computed}
\begin{verbatim}
mass: 72 u
cell length a: 0.25 nm
temperature: 450 K
barrier W: 5.0 meV
kT: 38.78 meV
u = W/2kT: 0.0645
thermal wavelength: 0.00970 nm
a/Lambda: 25.78
harmonic wavenumber: 7.72 cm^-1
x = hbar omega/kT: 0.02469
harmonic spread length L: 0.393 nm
harmonic rms displacement: 0.157 nm
One mode, entropy in k:
  harmonic: 4.701
  hindered: 3.748
  upper bound: 3.749
  parabola cut at cell edges: 3.745
  omega/1000, harmonic: 11.609
  omega/1000, cut parabola: 3.749
Two modes:
  harmonic S: 9.403 k = 78.2 J/(mol K)
  hindered S: 7.497 k = 62.3 J/(mol K)
  harmonic minus hindered S: 1.906 k
  same times T: 0.0739 eV
  harmonic minus hindered F: -0.0400 eV
  harmonic minus hindered U: 0.0339 eV
  dilute coverage factor: 2.80
  S with 50 cm^-1 floor: 5.669 k
  floor minus hindered S: -1.828 k
Scan, two modes: W/meV, cm^-1, S_harm/k, S_hind/k, q ratio
  100.00  34.537   6.408   6.865     0.762
   20.00  15.446   8.016   7.466     1.000
    5.00   7.723   9.403   7.497     2.802
    1.00   3.454  11.012   7.499    12.665
    0.10   1.092  13.315   7.499   123.753
    0.01   0.345  15.617   7.499  1234.660
entropy error changes sign at W/kT: 0.968
  that is W: 37.5 meV
free-energy error changes sign at W/kT: 0.516
  that is W: 20.0 meV
largest harmonic deficit per mode: 0.230 k
  reached at W/kT: 2.67
Neglected effects:
  quantum minus classical S, two modes: 3.3e-06 k
  triangular-lattice S: 7.354 k
  triangular minus square S: -0.143 k
  disc diameter: 0.6 nm
  molecules per area: 0.10 nm^-2
  excluded-area entropy: -0.057 k
  binding energy: 0.6 eV
  normal-mode wavenumber: 50 cm^-1
  residence time: 3.50 us
  time to cross a cell: 1.37 ps
\end{verbatim}
